**Two-body Breit Hamiltonian: amplitude, position-space and level tests**

The program tests the Breit Hamiltonian of two distinguishable spin-1/2 particles with masses m1, m2 and g factors g1, g2 in the centre-of-mass frame. D and S are the spin-independent and spin-spin contact coefficients, O is the orbit-orbit coefficient, b1 and b2 are the spin-orbit coefficients, and t is the tensor coefficient. It asserts that amplitudes built from explicit Dirac matrices agree with the order-v² kernel, with a remainder that falls fourfold when the momenta are halved, and that Coulomb and Feynman gauges agree on shell at the tested momenta. With free-particle retardation included, the remainder of the off-shell amplitude falls by a factor of about two, which reflects the term −(Δ₁+Δ₂)/k², one power of v higher; this tests the amplitude, not a level shift. The complete kernel and the complete position-space table, both integrated against a displaced Gaussian, differ by at most 9.1e-13. Further assertions cover the radial means, the 2P level formulas against a 12×12 diagonalization, and the heavy-mass limit against Dirac energies. For the model m2 = 4 m1, g1 = 2, g2 = 3, with m1 the electron mass and opposite unit charges, the output gives a 1S splitting of 179.4 GHz and four 2P levels between −17.1 and −1.3 GHz.

## Program and output

```python
"""Breit Hamiltonian of two distinguishable spin-1/2 particles, CM frame.

Result under test (hbar = c = 1, kappa = q1 q2/(4 pi), n = r/|r|):
  H = p^2/(2 mu) + kappa/r - p^4/8 (1/m1^3 + 1/m2^3)
    + kappa { -D delta(r) - S s1.s2 delta(r)
              + O p_i (delta_ij + n_i n_j)/r p_j
              - (b1 L.s1 + b2 L.s2)/r^3
              - t (3 s1.n s2.n - s1.s2)/r^3 }
  D = pi/2 [(g1-1)/m1^2 + (g2-1)/m2^2],  S = 2 pi g1 g2/(3 m1 m2)
  O = 1/(2 m1 m2),  t = g1 g2/(4 m1 m2)
  b1 = (g1-1)/(2 m1^2) + g1/(2 m1 m2),  b2 likewise with 1 <-> 2
m: masses, g: g factors, s: spins, p: relative momentum, mu: reduced mass.
Level shifts are in units alpha^4 m1 c^2 for kappa = -alpha, m1 = 1.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
one2, one4 = np.eye(2), np.eye(4)
spin1 = np.array([np.kron(s / 2, one2) for s in pauli])
spin2 = np.array([np.kron(one2, s / 2) for s in pauli])
spin_pair = np.einsum('iab,jbc->ijac', spin1, spin2)
spin_dot = np.einsum('iiab->ab', spin_pair)


def coefficients(m1, m2, g1, g2):
    return dict(
        D=np.pi / 2 * ((g1 - 1) / m1**2 + (g2 - 1) / m2**2),
        S=2 * np.pi * g1 * g2 / (3 * m1 * m2),
        O=1 / (2 * m1 * m2),
        b1=(g1 - 1) / (2 * m1**2) + g1 / (2 * m1 * m2),
        b2=(g2 - 1) / (2 * m2**2) + g2 / (2 * m1 * m2),
        t=g1 * g2 / (4 * m1 * m2))


# ---- Exact spinor amplitude, built from Dirac matrices ----
gamma = [np.kron(np.diag([1, -1]), one2).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
metric = np.array([1, -1, -1, -1])


def spinor(p, m):
    energy = np.sqrt(m * m + p @ p)
    lower = np.einsum('i,iab->ab', p, pauli) / (energy + m)
    return np.sqrt((energy + m) / (2 * energy)) * np.vstack([one2, lower])


def current(p_in, p_out, m, g):
    """Dirac-Pauli transition current with zero energy transfer."""
    k_lower = metric * np.concatenate([[0], p_out - p_in])
    anomaly = (g - 2) / 2
    result = []
    for a in range(4):
        vertex = gamma[a].copy()
        for b in range(4):
            sigma_ab = 0.5j * (gamma[a] @ gamma[b] - gamma[b] @ gamma[a])
            vertex += 1j * anomaly / (2 * m) * sigma_ab * k_lower[b]
        result.append(spinor(p_out, m).conj().T @ gamma[0] @ vertex
                      @ spinor(p_in, m))
    return np.array(result)


def amplitude(p_in, p_out, m1, m2, g1, g2, gauge='coulomb', retarded=False):
    k = p_out - p_in
    k_abs = np.linalg.norm(k)
    j1 = current(p_in, p_out, m1, g1)
    j2 = current(-p_in, -p_out, m2, g2)
    vector = sum(np.kron(j1[i], j2[i]) for i in (1, 2, 3))
    if gauge == 'coulomb':
        long1 = np.einsum('i,iab->ab', k / k_abs, j1[1:])
        long2 = np.einsum('i,iab->ab', k / k_abs, j2[1:])
        vector = vector - np.kron(long1, long2)
    propagator = 1 / k_abs**2
    if retarded:
        gaps = [np.sqrt(m * m + p_out @ p_out) - np.sqrt(m * m + p_in @ p_in)
                for m in (m1, m2)]
        propagator = sum(1 / (k_abs + gap) for gap in gaps) / (2 * k_abs)
    return 4 * np.pi * (np.kron(j1[0], j2[0]) / k_abs**2 - vector * propagator)


def breit_kernel(k, p, m1, m2, g1, g2):
    """Order-v^2 kernel divided by kappa, for an array of transfers k."""
    k2 = np.sum(k * k, axis=1)
    cross = np.cross(k, p)
    so1 = np.einsum('ni,iab->nab', cross, spin1)
    so2 = np.einsum('ni,iab->nab', cross, spin2)
    kk = np.einsum('ni,nj,ijab->nab', k, k, spin_pair)
    scale = (4 * np.pi / k2)[:, None, None]
    own = 1j * ((g1 - 1) / (2 * m1**2) * so1 + (g2 - 1) / (2 * m2**2) * so2)
    darwin = -np.pi / 2 * ((g1 - 1) / m1**2 + (g2 - 1) / m2**2) * one4
    orbit = (p @ p - (k @ p)**2 / k2)[:, None, None] * one4
    spins = g1 * g2 / 4 * (k2[:, None, None] * spin_dot - kk)
    mutual = orbit + 0.5j * (g1 * so1 + g2 * so2) - spins
    return darwin + scale * (own + mutual / (m1 * m2))


generic = (1.0, 1.7, 2.6, -3.1)
p_dir = np.array([0.5, -0.3, 0.8])
out_dir = np.array([-0.4, 0.9, 0.6])
shell_dir = out_dir * np.linalg.norm(p_dir) / np.linalg.norm(out_dir)


def remainder(scale, final, **options):
    p_in, p_out = scale * p_dir, scale * final
    k = p_out - p_in
    leading = 4 * np.pi / (k @ k) * one4
    breit = breit_kernel(k[None, :], p_in, *generic)[0]
    return np.abs(amplitude(p_in, p_out, *generic, **options)
                  - leading - breit).max()


err_off = [remainder(x, out_dir) for x in (0.01, 0.005)]
err_on = [remainder(x, shell_dir, gauge='feynman') for x in (0.01, 0.005)]
err_ret = [remainder(x, out_dir, retarded=True) for x in (0.01, 0.005)]
ratio_off, ratio_on, ratio_ret = [e[0] / e[1] for e in (err_off, err_on, err_ret)]
assert err_off[0] < 0.02 and abs(ratio_off - 4) < 0.1
assert err_on[0] < 0.02 and abs(ratio_on - 4) < 0.1
assert abs(ratio_ret - 2) < 0.2
gauge_gap = np.abs(amplitude(p_dir, shell_dir, *generic)
                   - amplitude(p_dir, shell_dir, *generic, gauge='feynman')).max()
assert gauge_gap < 1e-11

# ---- Whole kernel against whole position-space table, Gaussian smearing ----
x_rad, w_rad = np.polynomial.legendre.leggauss(64)
x_cos, w_cos = np.polynomial.legendre.leggauss(26)
radius, w_rad = 5 * (x_rad + 1), 5 * w_rad
phi = 2 * np.pi * np.arange(36) / 36
rg, cg, pg = np.meshgrid(radius, x_cos, phi, indexing='ij')
sg = np.sqrt(1 - cg**2)
unit = np.stack([sg * np.cos(pg), sg * np.sin(pg), cg], axis=-1).reshape(-1, 3)
dist = rg.ravel()
points = dist[:, None] * unit
weight = (w_rad[:, None, None] * w_cos[None, :, None] * rg**2
          * 2 * np.pi / 36).ravel()
centre = np.array([0.5, -0.4, 0.7])
p_fixed = np.array([0.6, 1.1, -0.5])

gauss_k = (2 * np.pi)**-1.5 * np.exp(-dist**2 / 2 + 1j * points @ centre)
from_momentum = np.einsum('n,nab->ab', weight * gauss_k,
                          breit_kernel(points, p_fixed, *generic))
c = coefficients(*generic)
gauss_r = weight * np.exp(-np.sum((points - centre)**2, axis=1) / 2)
ang = np.cross(points, p_fixed)
orbit_mean = np.sum(gauss_r * (p_fixed @ p_fixed + (unit @ p_fixed)**2) / dist)
ang_mean = np.einsum('n,ni->i', gauss_r / dist**3, ang)
tensor_mean = np.einsum('n,ni,nj->ij', 3 * gauss_r / dist**3, unit, unit)
tensor_mean -= np.eye(3) * np.sum(gauss_r / dist**3)
from_position = (
    -np.exp(-centre @ centre / 2) * (c['D'] * one4 + c['S'] * spin_dot)
    + c['O'] * orbit_mean * one4
    - np.einsum('i,iab->ab', ang_mean, c['b1'] * spin1 + c['b2'] * spin2)
    - c['t'] * np.einsum('ij,ijab->ab', tensor_mean, spin_pair))
fourier_gap = np.abs(from_momentum - from_position).max()
assert fourier_gap < 1e-8

# ---- Radial means from hydrogenic wave functions (length 1/(m1 alpha)) ----
r, mu_s = sp.symbols('r mu', positive=True)


def radial_means(R, l):
    def integral(f):
        return sp.simplify(sp.integrate(sp.expand(f), (r, 0, sp.oo)))
    assert integral(R**2 * r**2) == 1
    first = sp.diff(R, r)
    lap_r = sp.expand(r * sp.diff(R, r, 2) + 2 * first - l * (l + 1) * R / r)
    p4 = integral(lap_r**2)
    orbit = integral(2 * first**2 * r + l * (l + 1) * R**2 / r)
    inv3 = integral(R**2 / r) if l else sp.Integer(0)
    density0 = R.subs(r, 0)**2 / (4 * sp.pi) if l == 0 else sp.Integer(0)
    return p4, orbit, inv3, density0


means_1s = radial_means(2 * mu_s**sp.Rational(3, 2) * sp.exp(-mu_s * r), 0)
means_2p = radial_means(mu_s**sp.Rational(5, 2) / sp.sqrt(24) * r
                        * sp.exp(-mu_s * r / 2), 1)
closed_1s = (5 * mu_s**4, 2 * mu_s**3, 0, mu_s**3 / sp.pi)
closed_2p = (7 * mu_s**4 / 48, mu_s**3 / 8, mu_s**3 / 24, 0)
for found, closed in zip(means_1s + means_2p, closed_1s + closed_2p):
    assert sp.simplify(found - closed) == 0

# ---- Level shifts: operators as matrices ----
eps = np.zeros((3, 3, 3))
for a, b, d in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    eps[a, b, d], eps[a, d, b] = 1, -1
orbital = -1j * eps
delta = np.eye(3)
nn = (np.einsum('ij,ab->ijab', delta, delta)
      + np.einsum('ia,jb->ijab', delta, delta)
      + np.einsum('ib,ja->ijab', delta, delta)) / 5
l_s1 = sum(np.kron(orbital[i], spin1[i]) for i in range(3))
l_s2 = sum(np.kron(orbital[i], spin2[i]) for i in range(3))
tensor = sum(np.kron(3 * nn[i, j] - delta[i, j] * delta, spin_pair[i, j])
             for i in range(3) for j in range(3))


def evaluate(means, m1, m2):
    mu = m1 * m2 / (m1 + m2)
    return [float(sp.N(sp.sympify(x).subs(mu_s, mu))) for x in means]


def common_parts(means, m1, m2, g1, g2):
    p4, orbit, _, density0 = evaluate(means, m1, m2)
    q = coefficients(m1, m2, g1, g2)
    return (-p4 / 8 * (1 / m1**3 + 1 / m2**3), -q['O'] * orbit,
            q['D'] * density0)


def levels_1s(*par):
    density0 = evaluate(means_1s, *par[:2])[3]
    matrix = coefficients(*par)['S'] * density0 * spin_dot
    return sum(common_parts(means_1s, *par)) + np.linalg.eigvalsh(matrix)


def levels_2p(*par):
    inv3 = evaluate(means_2p, *par[:2])[2]
    q = coefficients(*par)
    matrix = inv3 * (q['b1'] * l_s1 + q['b2'] * l_s2 + q['t'] * tensor)
    values, vectors = np.linalg.eigh(matrix)
    return sum(common_parts(means_2p, *par)) + values, vectors


def dirac_shift(n, j):
    """Order-alpha^4 part of the exact one-body Dirac-Coulomb energy."""
    mp.mp.dps = 40
    al, kap = mp.mpf('1e-4'), mp.mpf(j) + mp.mpf(1) / 2
    energy = 1 / mp.sqrt(1 + (al / (n - kap + mp.sqrt(kap**2 - al**2)))**2)
    return float((energy - 1 + al**2 / (2 * n * n)) / al**4)


heavy = (1.0, 1e9, 2.0, 2.0)
dirac_1s, dirac_p1, dirac_p3 = (dirac_shift(1, 0.5), dirac_shift(2, 0.5),
                                dirac_shift(2, 1.5))
assert np.allclose(levels_1s(*heavy), dirac_1s, atol=1e-7, rtol=0)
assert np.allclose(levels_2p(*heavy)[0], [dirac_p1] * 4 + [dirac_p3] * 8,
                   atol=1e-7, rtol=0)


def closed_levels_2p(*par):
    q = coefficients(*par)
    inv3 = evaluate(means_2p, *par[:2])[2]
    base = sum(common_parts(means_2p, *par))
    total = q['b1'] + q['b2']
    diagonal = -total / 2 + q['t'] / 2
    mixing = (q['b1'] - q['b2']) / np.sqrt(2)
    root = np.sqrt(diagonal**2 / 4 + mixing**2)
    j0 = base + inv3 * (-total - q['t'])
    j1_low = base + inv3 * (diagonal / 2 - root)
    j1_high = base + inv3 * (diagonal / 2 + root)
    j2 = base + inv3 * (total / 2 - q['t'] / 10)
    triplet_high = 0.5 * (1 + diagonal / (2 * root))
    return (j0, j1_low, j1_high, j2), triplet_high, inv3 * diagonal, inv3 * mixing


model = (1.0, 4.0, 2.0, 3.0)
total_spin = spin1 + spin2
triplet_op = np.kron(delta, np.einsum('iab,ibc->ac', total_spin, total_spin) / 2)
for par in (model, generic):
    levels, triplet_high, diag1, mix1 = closed_levels_2p(*par)
    values, vectors = levels_2p(*par)
    expected = np.sort(np.repeat(levels, [1, 3, 3, 5]))
    assert np.allclose(values, expected, atol=1e-12, rtol=0)
    chosen = np.abs(values - levels[2]) < 1e-10
    assert chosen.sum() == 3
    weights = np.einsum('an,ab,bn->n', vectors[:, chosen].conj(), triplet_op,
                        vectors[:, chosen]).real
    assert np.allclose(weights, triplet_high, atol=1e-9)

# ---- Worked example and output ----
m1, m2, g1, g2 = model
mu = m1 * m2 / (m1 + m2)
c = coefficients(*model)
levels, triplet_high, diag1, mix1 = closed_levels_2p(*model)
s_levels = levels_1s(*model)
s_f0, s_f1 = s_levels[0], s_levels[-1]
splitting = s_f1 - s_f0
assert abs(splitting - c['S'] * mu**3 / np.pi) < 1e-12
alpha = const.alpha
to_ghz = alpha**4 * const.m_e * const.c**2 / const.h / 1e9

print(f"amplitude remainder ratio, Coulomb gauge: {ratio_off:.3f}")
print(f"amplitude remainder ratio, Feynman on shell: {ratio_on:.3f}")
print(f"remainder ratio with retardation: {ratio_ret:.3f}")
print(f"largest Fourier-table difference: {fourier_gap:.1e}")
print(f"m1, m2, mu (electron masses): {m1:.1f}, {m2:.1f}, {mu:.1f}")
print(f"g1, g2: {g1:.1f}, {g2:.1f}")
print(f"alpha: {alpha:.9f}")
print(f"energy unit alpha^4 m1 c^2 / h: {to_ghz:.4f} GHz")
print("coefficients in units 1/m1^2:")
for name in ('D', 'S', 'O', 'b1', 'b2', 't'):
    print(f"  {name}: {c[name]:.6f}")
print("shifts below in units alpha^4 m1 c^2:")
for label, means in (('1S', means_1s), ('2P', means_2p)):
    kinetic, orbit, darwin = common_parts(means, *model)
    print(f"{label} kinetic p^4: {kinetic:.6f}")
    print(f"{label} orbit-orbit: {orbit:.6f}")
    print(f"{label} spin-independent contact: {darwin:.6f}")
    print(f"{label} spin-independent sum: {kinetic + orbit + darwin:.6f}")
print(f"1S F=0: {s_f0:.6f} = {s_f0 * to_ghz:.3f} GHz")
print(f"1S F=1: {s_f1:.6f} = {s_f1 * to_ghz:.3f} GHz")
print(f"1S splitting: {splitting:.6f} = {splitting * to_ghz:.3f} GHz")
print(f"2P mean of 1/r^3, units (m1 alpha)^3: {mu**3 / 24:.6f}")
print(f"2P J=1 triplet diagonal element: {diag1:.6f}")
print(f"2P J=1 singlet-triplet element: {mix1:.6f}")
for name, value in zip(('J=0', 'J=1 lower', 'J=1 upper', 'J=2'), levels):
    print(f"2P {name}: {value:.6f} = {value * to_ghz:.3f} GHz")
print(f"triplet weight in upper J=1 level: {triplet_high:.6f}")
print(f"Dirac limit 1S1/2: {dirac_1s:.6f}")
print(f"Dirac limit 2P1/2: {dirac_p1:.6f}")
print(f"Dirac limit 2P3/2: {dirac_p3:.6f}")
print("verified")
```

Output:

```
amplitude remainder ratio, Coulomb gauge: 4.000
amplitude remainder ratio, Feynman on shell: 4.000
remainder ratio with retardation: 2.062
largest Fourier-table difference: 9.1e-13
m1, m2, mu (electron masses): 1.0, 4.0, 0.8
g1, g2: 2.0, 3.0
alpha: 0.007297353
energy unit alpha^4 m1 c^2 / h: 350.3771 GHz
coefficients in units 1/m1^2:
  D: 1.767146
  S: 3.141593
  O: 0.125000
  b1: 0.750000
  b2: 0.437500
  t: 0.375000
shifts below in units alpha^4 m1 c^2:
1S kinetic p^4: -0.260000
1S orbit-orbit: -0.128000
1S spin-independent contact: 0.288000
1S spin-independent sum: -0.100000
2P kinetic p^4: -0.007583
2P orbit-orbit: -0.008000
2P spin-independent contact: 0.000000
2P spin-independent sum: -0.015583
1S F=0: -0.484000 = -169.583 GHz
1S F=1: 0.028000 = 9.811 GHz
1S splitting: 0.512000 = 179.393 GHz
2P mean of 1/r^3, units (m1 alpha)^3: 0.021333
2P J=1 triplet diagonal element: -0.008667
2P J=1 singlet-triplet element: 0.004714
2P J=0: -0.048917 = -17.139 GHz
2P J=1 lower: -0.026320 = -9.222 GHz
2P J=1 upper: -0.013514 = -4.735 GHz
2P J=2: -0.003717 = -1.302 GHz
triplet weight in upper J=1 level: 0.161624
Dirac limit 1S1/2: -0.125000
Dirac limit 2P1/2: -0.039063
Dirac limit 2P3/2: -0.007813
verified
```
